# Mean number of wall impacts in a nonreactive dead-end cavity

## A sphere with a piece cut off

Take a hollow sphere of radius $R$ and cut off a cap of height $h$ with a plane. The flat disc left by the cut is the opening. Molecules enter through it, fly straight between impacts, and neither react nor stick permanently. The wall is diffuse: it re-emits each molecule with probability $\cos\theta/\pi$ per unit solid angle, where $\theta$ is measured from the inward normal, whatever the direction of arrival.

A molecule emitted at $x$ lands on a small area $dA_y$ at distance $r$ with probability $K\,dA_y$. The area subtends the solid angle $\cos\theta'\,dA_y/r^2$, with $\theta'$ the angle between the flight line and the normal at $y$, so

$$K(x,y)=\frac{\cos\theta\cos\theta'}{\pi r^2}.$$

In a sphere a chord makes the same angle with both normals, and its length is $r=2R\cos\theta$. Therefore

$$K=\frac{\cos^2\theta}{\pi\,4R^2\cos^2\theta}=\frac{1}{4\pi R^2}.$$

The landing point is uniform over the complete sphere. A molecule leaves if its flight would have ended on the missing cap, whose area is $2\pi Rh$. The chance of leaving after any impact is thus

$$q=\frac{2\pi Rh}{4\pi R^2}=\frac{h}{2R}.$$

An entering molecule certainly hits the wall once. It makes a $k$th impact with probability $(1-q)^{k-1}$, so the mean number of impacts is

$$N=\sum_{k=1}^{\infty}(1-q)^{k-1}=\frac1q=\frac{2R}{h}.$$

Compare this with the areas. The wall has area $A_w=4\pi R^2-2\pi Rh=2\pi R(2R-h)$. The opening has radius $a$ with $a^2=R^2-(R-h)^2=h(2R-h)$, so $A_o=\pi h(2R-h)$. Hence

$$\frac{A_w}{A_o}=\frac{2\pi R(2R-h)}{\pi h(2R-h)}=\frac{2R}{h}=N.$$

The equality holds for every cut. A hemisphere, $h=R$, gives two impacts. A very shallow dish, $h\to2R$, gives one: the molecule hits the dish and leaves. A small opening, $h\to0$, gives many.

In this sphere the direction of entry was irrelevant, because one diffuse impact erases it and every wall point offers the same chance of escape. A long hole lacks that second property, so the general result needs a condition on how molecules enter.

## From the sphere to any diffuse cavity

Let the opening be flat, with the cavity on one side of it. An outward crossing ends a visit; a molecule that comes back begins a new one. Molecules enter independently, uniformly over the opening, with the flux distribution of a gas in equilibrium at the wall temperature.

For gas density $n$ and mean speed $\bar v$, equilibrium velocities are isotropic. The flux on one side of a surface element is

$$J=n\bar v\,\frac1{4\pi}\int_0^{2\pi}\!d\phi\int_0^{\pi/2}\!\cos\theta\sin\theta\,d\theta
=n\bar v\,\frac{2\pi}{4\pi}\,\frac12=\frac{n\bar v}{4}.$$

The factor $\cos\theta$ is the velocity component along the normal divided by the speed. It also gives the directions of entry the distribution $\cos\theta/\pi$.

Let $I(x)$ be the steady impact rate per unit wall area. Arrivals at $x$ come directly from the opening or from earlier impacts:

$$I(x)=J\int_{\rm opening}K(x,y)\,dA_y+\int_{\rm wall}K(x,y)I(y)\,dA_y.$$

Here $K$ is zero when the two points cannot see each other. It is symmetric, so the same function describes flight from $y$ to $x$. A molecule emitted from $x$ must land somewhere on the closed surface made of wall and opening, which gives $\int K(x,y)\,dA_y=1$ over both. Substituting $I=J$ therefore satisfies the balance.

To see that the entering molecules really produce this solution, count only impacts that are at most the $k$th of a visit, and call their rate $I_k$, with $I_0=0$. Let $S_k(x)$ be the probability that a molecule emitted at $x$ makes at least $k$ further wall impacts, with $S_0=1$. Suppose $J-I_k=JS_k$. Then

$$\begin{aligned}
J-I_{k+1}(x)&=J-J\int_{\rm opening}K\,dA_y-\int_{\rm wall}KI_k\,dA_y\\
&=\int_{\rm wall}K\,(J-I_k)\,dA_y\\
&=J\int_{\rm wall}KS_k\,dA_y=JS_{k+1}(x).
\end{aligned}$$

The second line uses the unit integral of $K$, and the last says that one further impact is followed by $k$ more. The relation holds at $k=0$ and hence for all $k$. If every emitted molecule eventually leaves, $S_k\to0$ and $I_k\to J$.

Entries occur at the rate $JA_o$ and impacts at the rate $JA_w$. In a steady state the impact rate is the entry rate times the mean impacts per visit, since every impact belongs to one visit. Thus

$$N=\frac{JA_w}{JA_o}=\frac{A_w}{A_o}.$$

The same count on a patch of wall gives $A_{\rm patch}/A_o$ impacts per entry, wherever the patch lies. The steady gas is a means of calculation: for independent molecules the average belongs to single visits, and it also holds while the cavity is filling.

**A look inside the balance.** In a cylindrical hole four radii deep, take a side-wall point one radius below the mouth. Numerical integration of $K$ gives the shares of its incoming flux as 0.171 from the opening, 0.804 from the side wall and 0.025 from the floor. They add to one. Deeper down less arrives directly from the opening, and flux from other wall areas makes up the difference.

**The shallow limit.** A hole of diameter $d$ and depth $L$ has $A_w=\pi dL+\pi d^2/4$ and $A_o=\pi d^2/4$, so

$$N=1+\frac{4L}{d}.$$

At $L=0$ a single impact on the floor remains. For a long trench of width $w$, with its end walls neglected, the areas per unit length are $2L+w$ and $w$, and $N=1+2L/w$.

## Walls that remember the direction of arrival

Let $R(\mathbf v'\to\mathbf v)$ be the probability density that a molecule arriving with velocity $\mathbf v'$ leaves with $\mathbf v$. Write $\varphi(\mathbf v)=|\mathbf v\cdot\mathbf n|f(\mathbf v)$, where $f$ is the Maxwellian velocity distribution, normalised to the gas density $n$, and $\mathbf n$ is the wall normal. Detailed balance at the wall reads

$$\varphi(\mathbf v')R(\mathbf v'\to\mathbf v)=\varphi(\mathbf v)R(-\mathbf v\to-\mathbf v').$$

Each scattering event is as frequent in equilibrium as its time reverse. Integrating over arriving velocities gives

$$\int\varphi(\mathbf v')R(\mathbf v'\to\mathbf v)\,d^3v'=\varphi(\mathbf v)\int R(-\mathbf v\to-\mathbf v')\,d^3v'=\varphi(\mathbf v),$$

because a molecule arriving with $-\mathbf v$ must leave with some velocity. Equilibrium arrivals thus produce equilibrium departures. Diffuse walls, mirrors and random mixtures of the two satisfy the condition.

It remains to ask which equilibrium impacts belong to molecules that came from outside. Follow an impact with incoming velocity $\mathbf v'$ backwards. Free flight conserves the equilibrium flux carried by a bundle of paths, and detailed balance reverses each scattering. The probability that the history began at the opening therefore equals the probability $e(x,-\mathbf v')$ that a molecule launched from $x$ with velocity $-\mathbf v'$ eventually leaves. Hence

$$N=\frac1{JA_o}\int_{\rm wall}dA\int\varphi(\mathbf v')\,e(x,-\mathbf v')\,d^3v'\le\frac{A_w}{A_o}.$$

Equality requires $e=1$ for all impacts except a set of zero equilibrium weight. Detailed balance alone does not guarantee this; the cavity must also have no trapped orbits of finite weight.

### A cylinder with a lid

Take a cylinder of radius 1 and depth 1.5, closed by a lid with a central hole of radius 0.5. In these units the side has area $3\pi$, the floor $\pi$ and the lid $0.75\pi$, while the opening has $0.25\pi$. The predicted number is $4.75/0.25=19$.

Impacts can also be counted by simulation: draw an entry point and a cosine-distributed direction, find where the straight path meets the surface, scatter, and repeat until the molecule leaves. With 40,000 molecules per case, diffuse walls gave $18.83\pm0.09$ impacts. Walls acting as mirrors in half of the impacts gave $18.97\pm0.10$. Here and below, $\pm$ denotes one standard error estimated from the sample.

### Perfect mirrors: a case with trapped orbits

Now make all surfaces of this cylinder perfect mirrors. Seen along the axis, a path keeps its closest distance $p$ from the axis, because reflection conserves angular momentum about it. If $p$ exceeds the hole radius $r$, the molecule can never pass through the hole.

For $p<r$, follow the position along the horizontal chord between side impacts. From one arrival at the lid to the next it advances by a fixed length, counted modulo the chord length. Except for special ratios of zero total weight, these positions fill the chord densely and some fall in the hole. The reachable impacts are therefore those with $p<r$.

On the side wall, let $\alpha$ be the horizontal angle from the normal. Equilibrium flux has the distribution $\tfrac12\cos\alpha$, and $p=|\sin\alpha|$. The reachable fraction is

$$\int_{-\arcsin r}^{\arcsin r}\tfrac12\cos\alpha\,d\alpha=r,$$

which contributes a reachable area $2\pi rL$. On the floor, horizontal directions are uniform. For one direction, the points with $p<r$ form a strip of the unit disc with area

$$G=\int_{-r}^{r}2\sqrt{1-p^2}\,dp=2\left[r\sqrt{1-r^2}+\arcsin r\right].$$

The lid contributes $G-\pi r^2$, since its hole lies wholly inside the strip. Thus

$$N=\frac{2\pi rL+2G-\pi r^2}{\pi r^2}.$$

For $r=1$ we have $G=\pi$, and $N=1+2L$, the area ratio of an open cylinder of unit radius. For the lidded cylinder the formula gives 9.87, about half of 19.

A simulation of 60,000 molecules gave $9.71\pm0.07$, which is 1.6% below the formula. The quoted error needs caution here. A molecule entering at a large angle $\theta$ to the axis makes a number of side impacts that grows as $\tan\theta$, and under the cosine law

$$\langle\tan^2\theta\rangle=\int_0^{\pi/2}2\,\frac{\sin^3\theta}{\cos\theta}\,d\theta$$

diverges logarithmically. Paths at moderate angles add a second heavy tail: when the advance between arrivals at the lid is close to a whole number of chord lengths, for instance, the molecule can miss the hole many times in a row. The variance is infinite, so a finite sample does not provide a reliable standard error.

## Collisions in the gas

Let molecules also be scattered elastically by a gas at the wall temperature. Such collisions preserve equilibrium, and the wall flux remains $n\bar v/4$. Provided escape is eventually certain from every equilibrium state in the cavity, $N=A_w/A_o$, although individual paths are altered. A cavity without trapped orbits therefore keeps its value of $N$. A cavity with trapped orbits does not: in the mirror cylinder, collisions change $p$ and open those orbits, so $N$ rises from 9.87 to 19. In the lidded diffuse cylinder, isotropic scattering with a mean free path of one radius gave $19.13\pm0.11$ impacts, again from 40,000 molecules.

The volume gives a companion result. A cavity of volume $V$ contains $nV$ molecules in flight, which together cover a distance $nV\bar v$ per unit time. Dividing by the entry rate $n\bar vA_o/4$ gives the mean flight path per visit,

$$\ell=\frac{4V}{A_o},\qquad t_{\rm flight}=\frac{nV}{n\bar vA_o/4}=\frac{4V}{A_o\bar v}.$$

Like the area rule, this requires that there be no trapped orbits of finite weight. For the lidded cylinder $\ell=4(1.5\pi)/(0.25\pi)=24$ radii; the diffuse simulation gave $23.82\pm0.11$. With perfect mirrors and no gas collisions only the fraction $G/\pi=0.61$ of the equilibrium gas is reachable, and $\ell$ falls to 14.6 radii. If a molecule leaves the surface where it landed, its stay there lengthens the visit but does not change the number of impacts.

## Breaking the conditions

Consider an open cylindrical hole five diameters deep, for which $N=1+20=21$. With cosine entry and diffuse walls, a simulation of 20,000 molecules gave $20.79\pm0.26$. Two changes, made one at a time, show what the conditions do.

First, keep the walls but send all molecules in parallel to the axis. The mean rises to $57.8\pm0.4$. Every molecule now makes its first impact on the floor, whereas under cosine entry many first strike the side near the mouth and soon leave.

Second, restore cosine entry but let the walls emit with flux proportional to $\cos^3\theta$ per unit solid angle. The mean becomes $30.2\pm0.4$. This law violates detailed balance: if emission does not depend on the arriving velocity, the condition forces it to be proportional to $\varphi(\mathbf v)$, whose angular part is $\cos\theta$.

The area rule is therefore not a property of geometry alone.

## A deep hole in numbers

Consider a round hole of diameter $d=50$ nm and depth $L=1500$ nm. The model precursor has a molar mass of 100 g/mol, a temperature of 500 K and a partial pressure of 0.1 Torr. The surface is already saturated and does not react. The areas are

$$A_w=\pi dL+\frac{\pi d^2}{4}=237583\ {\rm nm^2},\qquad A_o=1963.5\ {\rm nm^2},$$

$$N=\frac{237583}{1963.5}=1+4\times30=121.$$

A simulation of 30,000 visits gave $122.7\pm2.8$.

This mean does not describe a typical visit. The median was 5 impacts, while one molecule in ten made about 163 or more. Most molecules leave after few impacts, and a few long visits carry much of the average.

The floor has the same area as the opening, so it receives one impact per entry on average at any depth. If a fraction $W$ of entrants reaches it, these molecules must strike it $1/W$ times on average. The simulation gave $W=0.0415\pm0.0012$ and $1.05\pm0.04$ floor impacts per entry. Molecules that reached the floor struck it 25 times on average in this sample, within sampling error of $1/W\approx24$, and this 4% of entrants made about two thirds of all wall impacts. A large $N$ thus does not mean that most molecules penetrate deeply.

The mean speed is $\bar v=\sqrt{8k_BT/(\pi m)}=325$ m/s, with $m$ the molecular mass. With $n=p/(k_BT)$, the entry rate $n\bar vA_o/4$ is $3.08\times10^8$ per second, and multiplication by 121 gives $3.73\times10^{10}$ wall impacts per second. Since $V/A_o=L$, the mean flight path is $4L=6000$ nm and the flight time is $6000\ {\rm nm}/\bar v=18$ ns.

### A little reaction

Suppose each impact removes the molecule with a fixed probability $s$. If its nonreactive visit would have had $k$ impacts, it survives with probability $(1-s)^k$. The reaction probability per entry is

$$P=1-\left\langle(1-s)^k\right\rangle\le s\langle k\rangle=sN.$$

The inequality holds because the chance of at least one removal cannot exceed the sum of the chances at the separate impacts. For the diffuse sphere, the geometric distribution of $k$ gives

$$P=\sum_{k=1}^{\infty}s\,[(1-s)(1-q)]^{k-1}=\frac{s}{s+q-sq},$$

which approaches $s/q=sN$ when $s\ll q$.

For the deep hole, the simulated distribution of $k$ gives:

| $s$ | $sN$ | $P$ |
|---|---:|---:|
| $10^{-4}$ | 0.0121 | $0.0111\pm0.0002$ |
| $10^{-3}$ | 0.121 | $0.064\pm0.001$ |
| $10^{-2}$ | 1.21 | $0.197\pm0.002$ |

A separate simulation of 30,000 molecules, with actual removal at $s=10^{-2}$, gave $0.196\pm0.002$. The linear estimate is already almost twice too large at $s=10^{-3}$, because the long visits that dominate $N$ are cut short. The mean number of impacts up to removal or escape, counting the one that removes the molecule, follows from $P=sN_s$: it is $N_s=0.197/0.01\approx20$ at $s=10^{-2}$, instead of 121.

### The real process

These dimensions are in the rough range of memory-capacitor holes coated by atomic layer deposition; the gas values are round and only roughly typical. The assumption that deposition itself breaks is the absence of reaction. If $s$ were uniform and equal to $10^{-2}$, the mean would fall from 121 to about 20, as just found. In a real pulse $s$ changes with surface coverage, so the nonreactive count applies to the saturated stage.

Shape matters too. Narrowing the floor to 40 nm at fixed mouth and depth lowers $N$ to 109. A 5 nm film on all surfaces leaves the depth unchanged but reduces the width to 40 nm, and $N$ becomes $1+4(1500/40)=151$.

For a rough molecular diameter $\sigma=0.7$ nm, the molecular centre sees a hole of width $d-\sigma$ and depth $L-\sigma/2$, which raises $N$ to about 123. If only collisions between precursor molecules are counted, the mean free path, $k_BT/(\sqrt2\pi\sigma^2p)$, is about 240 µm. Dividing the 6000 nm flight path by it gives about 0.025 such collisions per visit; a carrier gas would add more.

If adsorbed molecules stay where they land, adsorption lengthens the visit without changing the count. With an assumed binding energy $E_b=0.5$ eV and attempt time $\tau_0=10^{-13}$ s, the dwell time $\tau_0e^{E_b/k_BT}$ is 11 ns per impact, or 1.3 µs per average visit, far longer than the 18 ns of flight. The coverage $J\tau_0e^{E_b/k_BT}\sigma^2$ is about $8\times10^{-4}$ of a monolayer, so for this binding energy adsorbed molecules rarely obstruct one another. The estimate depends exponentially on $E_b$: it grows about tenfold per 0.1 eV and approaches a full monolayer near 0.8 eV, where independence fails. Real adsorbed molecules can also migrate. With hops of 0.3 nm over an assumed barrier of 0.2 eV and the same attempt time, a molecule would wander about 10 nm during one stay. Near the rim it could then enter or leave along the surface, which the count per visit leaves out.
